# Dipole bremsstrahlung in a Coulomb field: the Gaunt factor and its limits, part 1

(Sections cited here and not found follow in the later parts.)

## The problem

An electron scatters from a point nucleus of charge $Z$, held fixed at the origin, and emits one photon of frequency $\omega$. The electron is nonrelativistic and spinless, with Hamiltonian $H=\mathbf p^2/2-Z/x$, where $x=|\mathbf x|$. Hartree atomic units are used: $\hbar=m_e=e=1$, and the speed of light is $1/\alpha$. The photon is treated to first order and in the dipole approximation, while the Coulomb field is treated exactly. The electron arrives with momentum $\mathbf k_i=k_i\mathbf n_i$ and leaves with momentum $\mathbf k_f=k_f\mathbf n_f$, with $0<k_f<k_i$. The following symbols are used throughout:

$$\eta_i=\frac{Z}{k_i},\quad \eta_f=\frac{Z}{k_f},\quad r=\frac{k_f}{k_i},\quad d=k_i-k_f,\quad S=k_i+k_f,\quad \Delta=Sd=k_i^2-k_f^2=2\omega,$$

$$\delta=\eta_f-\eta_i,\qquad L=\ln\frac{S}{d},\qquad \mathbf q=\mathbf k_i-\mathbf k_f,\qquad a=i\eta_f,\qquad b=i\eta_i .$$

The free-free Gaunt factor $g$ is defined as the ratio of the cross section per unit photon energy to a reference value, the Kramers cross section:

$$\frac{d\sigma}{d\omega}=\sigma_K\,g,\qquad \sigma_K=\frac{16\pi\alpha^3Z^2}{3\sqrt3\,k_i^2\,\omega}. \tag{1}$$

Numerical values quoted below come from the numerical check.

## Part (a)

Write $d\sigma/d\omega$, summed over photon polarisations and directions, in terms of the momentum matrix element $\mathbf p_{fi}$. Convert it to a matrix element of the force, and express $g$ through it.

**Solution.** With electron charge $-1$ the coupling is $H'=\alpha\,\mathbf A\cdot\mathbf p$. A field mode of frequency $\omega$ and polarisation $\mathbf e$, normalised to one photon in unit volume, has amplitude $\alpha^{-1}\sqrt{2\pi/\omega}\,\mathbf e$. The dipole approximation replaces its spatial phase factor by 1. The emission amplitude is then $\sqrt{2\pi/\omega}\;\mathbf e^*\cdot\mathbf p_{fi}$. Electron states are normalised to a plane wave of unit amplitude, so the incident flux is $k_i$ and the final states are counted by $d^3k_f/(2\pi)^3=k_f\,dE_f\,d\Omega_f/(2\pi)^3$. The photon states are counted by $\alpha^3\omega^2d\omega\,d\Omega_\gamma/(2\pi)^3$. The golden rule, with the energy delta function used on $dE_f$, gives

$$\frac{d\sigma}{d\omega}=\frac{2\pi}{k_i}\,\frac{2\pi}{\omega}\,\frac{\alpha^3\omega^2}{(2\pi)^3}\,\frac{k_f}{(2\pi)^3}\int d\Omega_f\int d\Omega_\gamma\sum_{\mathbf e}|\mathbf e^*\cdot\mathbf p_{fi}|^2 .$$

The two polarisations span the plane normal to the photon direction $\mathbf n_\gamma$, so the sum is $|\mathbf p_{fi}|^2-|\mathbf n_\gamma\cdot\mathbf p_{fi}|^2$. The average of the second term over directions is $|\mathbf p_{fi}|^2/3$, and the photon integral is $4\pi\cdot\tfrac23|\mathbf p_{fi}|^2$. The constants combine as $4\pi^2\cdot(8\pi/3)/(64\pi^6)=1/(6\pi^3)$, so

$$\frac{d\sigma}{d\omega}=\frac{\alpha^3\omega\,k_f}{6\pi^3k_i}\int|\mathbf p_{fi}|^2\,d\Omega_f. \tag{2}$$

Acting on any function, $[V,\mathbf p]\psi=-iV\nabla\psi+i\nabla(V\psi)=i(\nabla V)\psi$, so $[H,\mathbf p]=i\nabla V=iZ\hat{\mathbf x}/x^2$. Between eigenstates the left side is $(E_f-E_i)\mathbf p_{fi}=-\omega\,\mathbf p_{fi}$. With

$$\mathbf D=\langle f|Z\hat{\mathbf x}/x^2|i\rangle$$

this reads $\omega|\mathbf p_{fi}|=|\mathbf D|$. Both states are in the continuum, so $\mathbf p_{fi}$ is defined with a factor $e^{-\lambda x}$ and $\lambda\to0^+$. Moving $H$ past that factor produces the commutator $[H,e^{-\lambda x}]=\lambda e^{-\lambda x}(\partial_x+1/x-\lambda/2)$. It is $\lambda$ times an operator whose matrix elements stay finite as $\lambda\to0$, because the integrands oscillate with wave numbers no smaller than $d>0$. The extra term therefore vanishes in the limit. Dividing (2) by $\sigma_K$,

$$g=\frac{k_f}{6\pi^3k_i}\cdot\frac{3\sqrt3\,k_i^2}{16\pi Z^2}\int|\mathbf D|^2d\Omega_f=\frac{\sqrt3\,k_ik_f}{32\pi^4Z^2}\int|\mathbf D|^2\,d\Omega_f. \tag{3}$$

The dipole approximation neglects the photon momentum $\alpha\omega$ against the momentum transfer, whose smallest value is $d$. The ratio is $\alpha\omega/d=\alpha S/2$, the mean of the two electron speeds in units of the speed of light.

## Part (b)

Construct the exact scattering states with their normalisation, and reduce $\mathbf p_{fi}$ to derivatives of one scalar integral.

**Solution.** Take $\mathbf k$ along the third axis and try $\psi=e^{i\mathbf k\cdot\mathbf x}f(w)$ with $w=x-x_3$. Three derivatives are needed: $|\nabla w|^2=2-2x_3/x=2w/x$, $\nabla^2w=2/x$ and $\partial_3w=x_3/x-1=-w/x$. The equation $\nabla^2\psi+k^2\psi+2Z\psi/x=0$ becomes, after division by $2e^{i\mathbf k\cdot\mathbf x}/x$,

$$wf''+(1-ikw)f'+Zf=0 .$$

In the variable $v=ikw$ this is $vf_{vv}+(1-v)f_v-i\eta f=0$ with $\eta=Z/k$. This is Kummer's equation, and its regular solution is $M(i\eta,1,v)=\sum_n(i\eta)_nv^n/n!^2$, where $(c)_n=c(c+1)\cdots(c+n-1)$.

The normalisation needs large $|v|$. For $0<\operatorname{Re}c<1$, termwise integration with the beta function $\int_0^1t^{c+n-1}(1-t)^{-c}dt=\Gamma(c+n)\Gamma(1-c)/n!$ shows

$$M(c,1,v)=\frac{1}{\Gamma(c)\Gamma(1-c)}\int_0^1t^{c-1}(1-t)^{-c}e^{vt}\,dt .$$

For large imaginary $v$ only the end points contribute. The end $t=0$ gives $\Gamma(c)(-v)^{-c}$ and the end $t=1$ gives $e^v\,\Gamma(1-c)\,v^{c-1}$, so $M\simeq(-v)^{-c}/\Gamma(1-c)+e^vv^{c-1}/\Gamma(c)$, which continues analytically to $c=i\eta$. The second term times $e^{ikx_3}$ is proportional to $e^{ikx}/w$, an outgoing wave. In the first term $-v=kw\,e^{-i\pi/2}$, so $(-v)^{-i\eta}=e^{-\pi\eta/2}(kw)^{-i\eta}$. Unit amplitude of the distorted plane wave requires $N=e^{\pi\eta/2}\Gamma(1-i\eta)$. The reflection formula gives $|\Gamma(1+i\eta)|^2=i\eta\,\Gamma(i\eta)\Gamma(1-i\eta)=\pi\eta/\sinh\pi\eta$, and hence

$$|N|^2=\frac{2\pi\eta}{1-e^{-2\pi\eta}}. \tag{4}$$

The initial state is the outgoing-wave solution. The final state, for detection along $\mathbf n_f$, is the incoming-wave solution, which is the complex conjugate of the outgoing-wave solution for $-\mathbf k_f$:

$$\psi_i=N_ie^{i\mathbf k_i\cdot\mathbf x}M\big(b,1,i(k_ix-\mathbf k_i\cdot\mathbf x)\big),\qquad \psi_f^*=N_fe^{-i\mathbf k_f\cdot\mathbf x}M\big(a,1,i(k_fx+\mathbf k_f\cdot\mathbf x)\big).$$

In $-i\nabla\psi_i$ the gradient acts on the exponential, giving $\mathbf k_i\psi_i$, and on $M$. The argument of $M$ depends on $W=Kx-\mathbf K\cdot\mathbf x$ at $\mathbf K=\mathbf k_i$. Its gradients are $\nabla_{\mathbf x}W=K\hat{\mathbf x}-\mathbf K$ and $\nabla_{\mathbf K}W=x\hat{\mathbf K}-\mathbf x$, so that $\nabla_{\mathbf x}W=-(K/x)\nabla_{\mathbf K}W$. The same relation holds for $M$ if its parameter $b$ is held fixed. Define

$$J(\lambda,\mathbf K)=\int d^3x\,\frac{e^{-\lambda x}}{x}\,e^{i\mathbf q\cdot\mathbf x}\,M\big(a,1,i(k_fx+\mathbf k_f\cdot\mathbf x)\big)\,M\big(b,1,i(Kx-\mathbf K\cdot\mathbf x)\big), \tag{5}$$

in which $\mathbf q$, $\mathbf k_f$, $a$ and $b$ are independent of $\mathbf K$. Then

$$\mathbf p_{fi}=N_iN_f\lim_{\lambda\to0^+}\Big[-\mathbf k_i\,\partial_\lambda J+ik_i\nabla_{\mathbf K}J\Big]_{\mathbf K=\mathbf k_i}. \tag{6}$$

The first term is $\mathbf k_i$ times the overlap of the two states, since $-\partial_\lambda$ removes the factor $1/x$. The sign of the second comes from $(-i)(-k_i)=ik_i$.

## Part (c)

Evaluate $J$ in closed form, and continue the result to $\lambda\to0^+$ at $\mathbf K=\mathbf k_i$, fixing every branch. Evaluate the overlap term of (6).

**Solution.** Define a loop functional

$$\mathcal L_c[\phi]=\frac1{2\pi i}\oint\frac{dt}{t}\Big(1-\frac1t\Big)^{-c}\phi(t),$$

with a counterclockwise contour around the segment $[0,1]$, which is the cut of the principal power. For $|t|>1$ the power expands as $\sum_n(c)_nt^{-n}/n!$, so $\mathcal L_c[t^n]=(c)_n/n!$. Three consequences follow termwise:

$$\mathcal L_c[e^{vt}]=M(c,1,v),\qquad \mathcal L_c\Big[\frac1{U+Vt}\Big]=U^{c-1}(U+V)^{-c},\qquad \mathcal L_b\big[(1-zt)^{-a}\big]=F(z). \tag{7}$$

The second uses the geometric series, $U^{-1}\sum_n(c)_n(-V/U)^n/n!=U^{-1}(1+V/U)^{-c}$. In the third, $F(z)={}_2F_1(a,b;1;z)=\sum_n(a)_n(b)_nz^n/n!^2$.

Represent the two Kummer functions in (5) by loops in $s$ (final state) and $t$ (initial state). The spatial integrand is $e^{-\mu x+i\mathbf P\cdot\mathbf x}/x$ with $\mu=\lambda-iKt-ik_fs$ and $\mathbf P=\mathbf q-\mathbf Kt+\mathbf k_fs$. For large $\lambda$ it converges everywhere on the loops and gives the Fourier transform of the Yukawa potential, $4\pi/(\mathbf P^2+\mu^2)$. The squares are

$$\mathbf P^2=q^2+K^2t^2+k_f^2s^2-2t\,\mathbf q\cdot\mathbf K+2s\,\mathbf q\cdot\mathbf k_f-2ts\,\mathbf K\cdot\mathbf k_f,$$

$$\mu^2=\lambda^2-K^2t^2-k_f^2s^2-2i\lambda Kt-2i\lambda k_fs-2Kk_f\,ts .$$

The $t^2$ and $s^2$ terms cancel, and the denominator is bilinear, $A+Bt+Cs+D_0ts$, with

$$A=q^2+\lambda^2,\quad B=-2(\mathbf q\cdot\mathbf K+i\lambda K),\quad C=2(\mathbf q\cdot\mathbf k_f-i\lambda k_f),\quad D_0=-2(\mathbf K\cdot\mathbf k_f+Kk_f).$$

The $s$ loop follows from (7) with $U=A+Bt$ and $V=C+D_0t$:

$$J=4\pi\,\mathcal L_b\left[\frac{1}{A+Bt}\left(\frac{A+C+(B+D_0)t}{A+Bt}\right)^{-a}\right].$$

For the $t$ loop substitute $t=A\tau/(A+B-B\tau)$. This map fixes $0$ and $1$ and sends the singular point $t=-A/B$ to $\tau=\infty$; for large $\lambda$ it is close to the identity near the segment, so the loop stays a loop. The pieces transform as

$$A+Bt=\frac{A(A+B)}{A+B-B\tau},\qquad 1-\frac1t=\frac{A+B}{A}\Big(1-\frac1\tau\Big),\qquad \frac{dt}{t}=\frac{(A+B)\,d\tau}{\tau(A+B-B\tau)} .$$

Hence $dt/[t(A+Bt)]=d\tau/(A\tau)$. The remaining ratio is

$$\frac{(A+C)(A+B-B\tau)+(B+D_0)A\tau}{A(A+B)}=\frac{A+C}{A}\,(1-z\tau),\qquad z=\frac{BC-AD_0}{(A+B)(A+C)},$$

because $B(A+C)-A(B+D_0)=BC-AD_0$. The third relation in (7) completes the Nordsieck integral:

$$J=4\pi A^{a+b-1}(A+C)^{-a}(A+B)^{-b}F(z). \tag{8}$$

The program tests (8) against direct three-dimensional quadrature of (5) at $\lambda=2$ with unrelated vectors $\mathbf K$, $\mathbf k_f$, $\mathbf q$. Both give $1.306072-0.243124\,i$ bohr².

Both sides of (8) are analytic in $\lambda$ for $\lambda>0$, so the formula continues to small $\lambda$ once the branches are followed. The denominator at $(t,s)=(1,0)$, $(0,1)$ and $(1,1)$ is $\mathbf P^2+\mu^2$ at those points. On shell, where $\mathbf K=\mathbf k_i=\mathbf q+\mathbf k_f$,

$$A+B=k_f^2+(\lambda-ik_i)^2=(\lambda-id)(\lambda-iS),\qquad A+C=k_i^2+(\lambda-ik_f)^2=(\lambda+id)(\lambda-iS),$$

$$A+B+C+D_0=(\lambda-iS)^2 .$$

Since $(A+B)(A+C)-BC+AD_0=A(A+B+C+D_0)$,

$$1-z=\frac{A(A+B+C+D_0)}{(A+B)(A+C)}=\frac{q^2+\lambda^2}{d^2+\lambda^2}\ \ge1 .$$

So $z$ is real and not positive for every $\lambda$, and never meets the cut of $F$ on $[1,\infty)$. As $\lambda$ falls from infinity to zero, the phases of $\lambda-id$ and $\lambda-iS$ go from $0$ to $-\pi/2$ and that of $\lambda+id$ from $0$ to $+\pi/2$. Thus $A+C\to\Delta$ with phase zero and $A+B\to\Delta e^{-i\pi}$, which gives $(A+B)^{-b}=\Delta^{-b}e^{-i\eta_i(-i\pi)}=\Delta^{-b}e^{-\pi\eta_i}$. At $\lambda=0$,

$$J=\frac{4\pi}{q^2}\,e^{-\pi\eta_i}\Big(\frac{q^2}{\Delta}\Big)^{i(\eta_i+\eta_f)}F(z),\qquad z=1-\frac{q^2}{d^2}=-\frac{2k_ik_f(1-\cos\theta)}{d^2}, \tag{9}$$

where $\theta$ is the scattering angle and $q^2=d^2+2k_ik_f(1-\cos\theta)$.

For the overlap, $A$ and $z$ are even in $\lambda$ and do not contribute to $\partial_\lambda J$ at $\lambda=0$. The other two factors give

$$\partial_\lambda\ln J=-a\Big(\frac1{id}+\frac{i}{S}\Big)-b\Big(\frac{i}{d}+\frac iS\Big)=ia\,\frac{S-d}{\Delta}-ib\,\frac{S+d}{\Delta}=\frac{2i}{\Delta}(ak_f-bk_i)=0,$$

because $ak_f=bk_i=iZ$. This is the orthogonality of two eigenstates of one Hamiltonian with different energies. It would fail if the electron saw different charges before and after emission. The program tests both the vanishing and that failure by numerical differentiation.

## Part (d)

Carry out the gradient in (6) and find $|\mathbf D|$ as a function of the scattering angle.

**Solution.** At $\lambda=0$ only $B$ and $D_0$ depend on $\mathbf K$: $\nabla B=-2\mathbf q$ and $\nabla D_0=-2k_f(\mathbf n_f+\mathbf n_i)$, the last term from $\nabla K=\mathbf n_i$. The power in (8) contributes

$$\nabla\ln(A+B)^{-b}=-b\,\frac{-2\mathbf q}{-\Delta}=-\frac{2b\,\mathbf q}{\Delta}.$$

For $z$, the quotient rule with $(A+B)(A+C)=-\Delta^2$ gives

$$\nabla z=\frac{C\nabla B-A\nabla D_0}{-\Delta^2}-z\,\frac{\nabla B}{-\Delta}=\frac{2C\mathbf q-2q^2k_f(\mathbf n_i+\mathbf n_f)}{\Delta^2}-\frac{2z\,\mathbf q}{\Delta}.$$

Squaring $\mathbf k_i=\mathbf q+\mathbf k_f$ shows $C=2\mathbf q\cdot\mathbf k_f=\Delta-q^2$. The coefficient of $2\mathbf q/\Delta^2$ is then $(1-z)\Delta-q^2=q^2(S/d-1)=2k_fq^2/d$. Therefore

$$\nabla z=\frac{2q^2k_f}{\Delta^2}\left[\frac2d(k_i\mathbf n_i-k_f\mathbf n_f)-\mathbf n_i-\mathbf n_f\right]=\frac{2q^2k_f}{\Delta^2}\,\frac Sd\,(\mathbf n_i-\mathbf n_f),$$

since $2k_i/d-1=S/d$ and $2k_f/d+1=S/d$. Using $S/(d\Delta^2)=1/(d^2\Delta)$ and $q^2/d^2=1-z$,

$$\nabla z=\frac{2k_f(1-z)}{\Delta}(\mathbf n_i-\mathbf n_f).$$

Both gradients carry $2/\Delta=1/\omega$, which cancels the factor $\omega$ in $|\mathbf D|=\omega|\mathbf p_{fi}|$. With $k_ib=iZ$ and the pure phase of (9) dropped,

$$|\mathbf D|=|N_iN_f|\,e^{-\pi\eta_i}\,\frac{4\pi}{q^2}\,\Big|-iZ\mathbf q\,F(z)+k_ik_f(1-z)(\mathbf n_i-\mathbf n_f)F'(z)\Big|. \tag{10}$$

For $Z\to0$, $F\to1$ while $F'$ is of order $Z^2$, and $|\mathbf D|\to4\pi Z/q$. This is the modulus of the Fourier transform of $Z\hat{\mathbf x}/x^2$, as plane waves require. The program tests (10) against a numerical gradient of (8).

## Part (e)

Integrate $|\mathbf D|^2$ over the direction of the outgoing electron and obtain $g$ and $d\sigma/d\omega$ in closed form. Check the result by an expansion in partial waves, and relate attraction to repulsion.

The matrix element $|\mathbf D|$ is now known exactly as a function of the scattering angle, equation (10). What remains is the angular integration that gives $g$ in closed form, then its limiting forms and a numerical example.
